# Wannier centres and band-edge parities in an inversion-symmetric chain

## First half: from Bloch phases to the position of the Wannier function

An electron moves on a line in a potential \(V\) with period \(a\) and an inversion centre at the origin:

\[
H=\frac{p^2}{2m}+V(x),\qquad V(x+a)=V(x),\qquad V(-x)=V(x),\qquad p=-i\hbar\frac{d}{dx}.
\]

Spin and interactions between electrons are left out. Write \(g=2\pi/a\) and \(\psi_k(x)=e^{ikx}u_k(x)\), where \(u_k\) has period \(a\) and is an eigenfunction of

\[
H_k=e^{-ikx}He^{ikx}=\frac{(p+\hbar k)^2}{2m}+V(x).
\]

Inner products of periodic functions run over one cell, \(\langle f|h\rangle=\int_0^a f^*h\,dx\), and \(\langle u_k|u_k\rangle=1\). The bands are numbered by increasing energy at each \(k\). One band \(E(k)\) is assumed to be isolated: at every real \(k\) it is a non-degenerate level of \(H_k\).

The phase of each \(\psi_k\) is free. A choice of these phases is called a gauge. A Wannier function is an integral over \(k\), so its form depends on the gauge, and a suitable gauge must first be shown to exist.

### (a) A smooth and periodic gauge

Show that the phases can be chosen so that \(u_k\) is smooth in \(k\), \(\psi_{k+g}=\psi_k\), and the Berry connection

\[
A(k)=i\langle u_k|\partial_k u_k\rangle
\]

is independent of \(k\).

**Solution.** The projector onto the band,

\[
P_k=|u_k\rangle\langle u_k|=\frac{1}{2\pi i}\oint\frac{dz}{z-H_k},
\]

does not depend on the phase of \(u_k\). The contour encloses \(E(k)\) and no other level, which is possible because the level is isolated. A fixed contour serves for a small range of \(k\), and \(H_k\) is a polynomial in \(k\), so \(P_k\) is smooth.

Let a prime denote \(\partial_k\). Differentiating \(P^2=P\) gives \(P'P+PP'=P'\). Multiplying this by \(P\) from both sides gives \(2PP'P=PP'P\), hence \(PP'P=0\). Now define \(\tilde u_k\) by starting with a normalised band state at \(k=0\) and solving

\[
\partial_k\tilde u_k=K\tilde u_k,\qquad K=P'P-PP'.
\]

Since \(K^\dagger=-K\), the norm is preserved. The solution also stays in the band. Indeed \(PK=PP'P-PP'=-PP'\) and \(KP=P'P-PP'P=P'P\), so

\[
\partial_k(P\tilde u)=P'\tilde u+PK\tilde u=(P'-PP')\tilde u=P'P\tilde u=K(P\tilde u).
\]

Thus \(P\tilde u\) and \(\tilde u\) obey the same equation with the same starting value, and they are equal. Finally, with \(\tilde u=P\tilde u\),

\[
\langle\tilde u|\partial_k\tilde u\rangle=\langle\tilde u|PKP\,\tilde u\rangle=\langle\tilde u|PP'P\,\tilde u\rangle=0 .
\]

This is parallel transport: the connection of \(\tilde u_k\) vanishes.

Transport need not return the same Bloch function after one zone. Because \(H_{k+g}=e^{-igx}H_ke^{igx}\), the function \(e^{igx}\tilde u_{k+g}\) is an eigenfunction of \(H_k\) in the same band. Therefore

\[
e^{igx}\tilde u_{k+g}=c(k)\,\tilde u_k,\qquad |c(k)|=1.
\]

The left side has zero connection, since the factor \(e^{igx}\) does not depend on \(k\) and cancels in the inner product. For the right side, \(\langle c\tilde u|\partial_k(c\tilde u)\rangle=c^*c'\). Hence \(c'=0\), and the mismatch is a single constant. Choose a length \(s\) with \(e^{igs}=c\) and set

\[
u_k=e^{-isk}\tilde u_k .
\]

Then

\[
e^{igx}u_{k+g}=e^{-isk}e^{-isg}\,c\,\tilde u_k=u_k,
\]

which is the same as \(\psi_{k+g}=\psi_k\). The connection is \(A=i(-is)=s\), a constant. The length \(s\) is fixed up to multiples of \(2\pi/g=a\).

If the band touches another one, \(P_k\) need not be smooth at the contact, and this construction fails there.

### (b) The centre as an average over the zone

For any smooth gauge with \(\psi_{k+g}=\psi_k\), define

\[
W(x)=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}\psi_k(x)\,dk .
\]

Show that \(W\) is normalised, express its centre \(\bar x=\langle W|x|W\rangle\) through \(A(k)\), and find how \(\bar x\) depends on the gauge.

**Solution.** First, the moments of \(x\) exist. The Bloch condition gives

\[
W(x+na)=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}e^{ikna}\psi_k(x)\,dk .
\]

At fixed \(x\) the function \(\psi_k(x)\) is smooth and periodic in \(k\). Each integration by parts produces a factor \(1/(na)\) and no boundary term, so \(W\) falls off faster than any power of distance.

For two periodic functions \(f\) and \(h\), the integral over the line splits into cells:

\[
\int_{-\infty}^{\infty}e^{i(k'-k)x}f^*h\,dx
=\sum_n e^{i(k'-k)na}\int_0^a e^{i(k'-k)x}f^*h\,dx
=\frac{2\pi}{a}\,\delta(k'-k)\,\langle f|h\rangle ,
\]

for \(k,k'\) in one zone. With \(f=u_k\) and \(h=u_{k'}\),

\[
\langle W|W\rangle=\Big(\frac{a}{2\pi}\Big)^2\frac{2\pi}{a}\int_{-\pi/a}^{\pi/a}dk=\frac{a}{2\pi}\cdot\frac{2\pi}{a}=1 .
\]

For the centre, use \(xe^{ikx}=-i\partial_ke^{ikx}\) and integrate by parts:

\[
xW=\frac{a}{2\pi}\Big[-i\psi_k\Big]_{-\pi/a}^{\pi/a}+\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}e^{ikx}\,i\partial_ku_k\,dk .
\]

The bracket vanishes because \(\psi_{\pi/a}=\psi_{-\pi/a}\). Thus \(xW\) has the same form as \(W\), with \(u_k\) replaced by \(i\partial_ku_k\), and the delta function gives

\[
\boxed{\;\bar x=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}A(k)\,dk\;}
\]

Every other smooth gauge is \(e^{i\beta(k)}u_k\) with real smooth \(\beta\). Its connection is

\[
i\langle u_k|(\partial_k+i\beta')u_k\rangle=A(k)-\beta'(k).
\]

Periodicity of the new Bloch functions requires \(\beta(k+g)=\beta(k)+2\pi n\) with integer \(n\). The centre then changes by \(-(a/2\pi)\,2\pi n=-na\). The gauge can thus move \(W\) by whole cells, and \(\bar x\) modulo \(a\) is a property of the band. In the gauge of part (a), \(\bar x=s\).

### (c) What inversion does to the connection

Let \((\Pi f)(x)=f(-x)\). Relate \(A(k)\) to \(A(-k)\), and identify the parities \(\xi_0\) and \(\xi_\pi\) of the Bloch states at \(k=0\) and \(k=\pi/a\).

**Solution.** Inversion reverses \(p\) and leaves \(V\) unchanged, so \(\Pi H_k\Pi=H_{-k}\). The levels at \(k\) and \(-k\) coincide, and \(\Pi u_k\) belongs to the same band at \(-k\). Since that level is non-degenerate,

\[
u_k(-x)=e^{i\theta(k)}u_{-k}(x).
\]

The phase factor equals \(\langle u_{-k}|\Pi u_k\rangle\), which is smooth and never zero, so \(\theta(k)\) can be taken smooth.

Inversion preserves inner products over a cell, because the integral of a periodic function over \([-a,0]\) equals that over \([0,a]\). Hence \(A(k)=i\langle\Pi u_k|\partial_k\Pi u_k\rangle\). Let \((\partial u)_{-k}\) be the derivative of \(u\) with respect to its index, taken at \(-k\). The chain rule gives

\[
\partial_k\big(e^{i\theta(k)}u_{-k}\big)=e^{i\theta}\big[i\theta'(k)\,u_{-k}-(\partial u)_{-k}\big],
\]

and therefore

\[
A(k)=i\cdot i\theta'(k)-i\langle u_{-k}|(\partial u)_{-k}\rangle=-\theta'(k)-A(-k).
\]

The relation sought is

\[
A(k)+A(-k)=-\theta'(k).
\]

For the full Bloch function,

\[
\psi_k(-x)=e^{-ikx}u_k(-x)=e^{i\theta(k)}\psi_{-k}(x).
\]

At \(k=0\) this reads \(\psi_0(-x)=e^{i\theta(0)}\psi_0(x)\). At \(k=\pi/a\), the periodic gauge gives \(\psi_{-\pi/a}=\psi_{\pi/a}\), so this state is also mapped onto itself. Hence

\[
\xi_0=e^{i\theta(0)},\qquad \xi_\pi=e^{i\theta(\pi/a)} .
\]

Applying inversion twice restores the function, so \(\xi_0^2=\xi_\pi^2=1\) and both are \(\pm1\). At a general \(k\), inversion connects two different states, and a Bloch state there has no parity of this kind.

### (d) Kohn's rule

Prove that the two parities fix \(\bar x\) modulo \(a\), and state which positions are possible.

**Solution.** Fold the integral of part (b) onto half the zone and insert the relation of part (c):

\[
\bar x=\frac{a}{2\pi}\int_0^{\pi/a}\big[A(k)+A(-k)\big]dk
=-\frac{a}{2\pi}\int_0^{\pi/a}\theta'(k)\,dk
=\frac{a}{2\pi}\big[\theta(0)-\theta(\pi/a)\big].
\]

Exponentiation removes the ambiguity of \(\theta\) by multiples of \(2\pi\):

\[
\boxed{\;e^{2\pi i\bar x/a}=\frac{\xi_0}{\xi_\pi}=\xi_0\xi_\pi\;}
\]

The last equality uses \(\xi_\pi=\pm1\). Therefore

\[
\bar x=0\ (\mathrm{mod}\ a)\ \text{ if }\ \xi_0=\xi_\pi,\qquad
\bar x=\frac a2\ (\mathrm{mod}\ a)\ \text{ if }\ \xi_0=-\xi_\pi .
\]

A limit with well-separated orbitals shows the meaning. Let an orbital \(\varphi\) with \(\varphi(-x)=\sigma\varphi(x)\), \(\sigma=\pm1\), sit at each lattice point. The Bloch sum \(\sum_ne^{ikna}\varphi(x-na)\) has parity \(\sigma\) at both \(k=0\) and \(k=\pi/a\), because the sites \(n\) and \(-n\) carry equal weights at these points. The parities agree, whether the orbital is even or odd.

Now put the orbitals at \(a/2+na\). Inversion exchanges \(n\) with \(-n-1\). At \(k=0\) all weights are equal and the parity is \(\sigma\). At \(k=\pi/a\) the weights are \((-1)^n\), and exchanged sites have opposite weights, so the parity is \(-\sigma\). Opposite parities thus record that the orbitals sit halfway between the lattice points. The proof did not need this limit; it holds for any isolated band.

### (e) The second inversion centre, and a numerical form of the centre

The chain is also symmetric about \(a/2\). Check that the rule does not depend on which inversion centre is used. Then express \(\bar x\) through overlaps of Bloch functions on a finite mesh.

**Solution.** Inversion about \(a/2\) sends \(x\) to \(a-x\). At \(k=0\) or \(\pi/a\), with parity \(\xi\) about the origin,

\[
\psi_k(a-x)=e^{ika}\psi_k(-x)=e^{ika}\,\xi\,\psi_k(x).
\]

The parity at \(k=0\) is unchanged, and that at \(k=\pi/a\) changes sign. The product \(\xi_0\xi_\pi\) is reversed. Measured from \(a/2\), the centre is \(\bar x-a/2\), and \(e^{2\pi i(\bar x-a/2)/a}=-e^{2\pi i\bar x/a}\). Both sides of the rule change sign together. Parities and position must refer to the same inversion centre.

For a mesh \(k_0,\dots,k_{N-1}\) with spacing \(\delta=g/N\),

\[
\langle u_k|u_{k+\delta}\rangle=1-iA(k)\delta+O(\delta^2),
\]

whose phase is \(-A\delta\) to leading order. Adding the phases gives

\[
\bar x\simeq-\frac{a}{2\pi}\arg\prod_{j=0}^{N-1}\langle u_{k_j}|u_{k_{j+1}}\rangle\quad(\mathrm{mod}\ a),\qquad u_{k_N}=e^{-igx}u_{k_0}.
\]

Each \(u_{k_j}\) occurs once as a bra and once as a ket, so arbitrary phases from a diagonalization cancel. This determination makes no use of parity.

The rule was tested in this way on random symmetric potentials with three harmonics, for bands separated from their neighbours by at least \(\hbar^2/(ma^2)\) on the mesh. A real even potential has real Fourier coefficients, so \(H_k\) is a real symmetric matrix in plane waves and its eigenvectors can be taken real. The product of overlaps is then real on any mesh, and the formula can only return \(0\) or \(a/2\). What the test checks is the sign of the product against \(\xi_0\xi_\pi\). Among the lowest three bands of 20 potentials, 49 met the gap condition, and the rule held for all of them, 25 centred at \(0\) and 24 at \(a/2\).

## Second half: the shape of the Wannier function and solvable chains

The symbols and results needed from the first half are these. The potential has period \(a\) and is even about the origin, and \(g=2\pi/a\). Bloch functions \(\psi_k=e^{ikx}u_k\) are taken in a smooth gauge with \(\psi_{k+g}=\psi_k\), and \(A(k)=i\langle u_k|\partial_ku_k\rangle\). The Wannier function \(W=(a/2\pi)\int\psi_k\,dk\) has its centre \(\bar x\) at the zone average of \(A\). Inversion acts as \(\psi_k(-x)=e^{i\theta(k)}\psi_{-k}(x)\), with \(A(k)+A(-k)=-\theta'(k)\). The parities at \(k=0\) and \(k=\pi/a\) are \(\xi_0\) and \(\xi_\pi\), and \(e^{2\pi i\bar x/a}=\xi_0\xi_\pi\). A gauge with constant \(A=\bar x\) exists.

### (f) Symmetry, reality and compactness

In the gauge with constant \(A\), find the parity of \(W\) about its own centre and show that \(W\) is real up to a constant phase. Show also that no other smooth periodic gauge gives a smaller variance of \(x\).

**Solution.** For constant \(A=\bar x\) the inversion relation gives \(\theta'=-2\bar x\), so \(e^{i\theta(k)}=\xi_0e^{-2i\bar xk}\). Then

\[
W(-x)=\frac{a}{2\pi}\int\xi_0e^{-2i\bar xk}\psi_{-k}(x)\,dk
=\xi_0\frac{a}{2\pi}\int e^{2i\bar xk}\psi_k(x)\,dk ,
\]

where \(k\) was replaced by \(-k\) in the second step. By Kohn's rule \(2\bar x\) is a multiple of \(a\), so \(e^{2i\bar xk}\psi_k(x)=\psi_k(x+2\bar x)\) by the Bloch condition. Hence \(W(-x)=\xi_0W(x+2\bar x)\), and replacing \(x\) by \(x-2\bar x\) gives

\[
W(2\bar x-x)=\xi_0W(x).
\]

The parity at the zone centre is the parity of \(W\) about its own centre. The parity at the zone boundary then tells where that centre is.

For reality, note that \(H_k^*=H_{-k}\), because complex conjugation reverses \(p\). Non-degeneracy gives \(u_k^*=e^{i\eta(k)}u_{-k}\). Since \(\langle u|\partial_ku\rangle=-iA\), its complex conjugate is \(+iA\), and the connection of \(u_k^*\) is \(i(iA)=-A(k)\). The connection of the right side is \(-\eta'-A(-k)\), by the same differentiation as for \(\theta\). Thus \(\eta'=A(k)-A(-k)\), which vanishes for constant \(A\), and

\[
W^*=\frac{a}{2\pi}\int e^{-ikx}u_k^*\,dk=e^{i\eta}\frac{a}{2\pi}\int\psi_{-k}\,dk=e^{i\eta}W .
\]

The function \(e^{i\eta/2}W\) is therefore real.

For the variance, recall that \(xW\) is built from \(i\partial_ku_k\) as \(W\) is from \(u_k\). Hence \(\langle x^2\rangle=(a/2\pi)\int\langle\partial_ku_k|\partial_ku_k\rangle dk\). Split the derivative into parts along and perpendicular to \(u_k\), with \(Q_k=1-|u_k\rangle\langle u_k|\):

\[
\partial_ku_k=-iA\,u_k+Q_k\partial_ku_k .
\]

Subtracting \(\bar x^2\) leaves

\[
\langle x^2\rangle-\bar x^2=\frac{a}{2\pi}\int\|Q_k\partial_ku_k\|^2dk+\frac{a}{2\pi}\int\big(A(k)-\bar x\big)^2dk .
\]

A change of gauge multiplies \(Q_k\partial_ku_k\) by a phase, since the added term \(i\beta'u_k\) is removed by \(Q_k\). The first integral is therefore gauge invariant. The second is non-negative and vanishes for constant \(A\).

As a numerical case, start from constant \(A\) and apply \(\beta(k)=0.7\sin ka-ka\). Then \(\beta(k+g)=\beta(k)-2\pi\), so the centre should move by \(+a\). The connection deviates from its average by \(-0.7a\cos ka\), so the variance should grow by \(0.49a^2/2=0.245a^2\). The computed shift and growth are \(1.0000a\) and \(0.2450a^2\).

### (g) The delta comb

Let

\[
V(x)=\frac{\hbar^2P}{ma}\sum_n\delta(x-na),\qquad P\neq0 .
\]

Find the band condition and the centres of all bands for either sign of \(P\).

**Solution.** The first-half proof still applies: the delta term is a small form perturbation of the kinetic energy, so an isolated level again has a smooth projector. With \(E=\hbar^2q^2/2m\), the solution for \(0<x<a\) that satisfies \(\psi(a)=e^{ika}\psi(0)\) is

\[
\psi(x)=\psi(0)\,\frac{\sin q(a-x)+e^{ika}\sin qx}{\sin qa}.
\]

Its slopes on the two sides of the origin are

\[
\psi'(0^+)=q\psi(0)\frac{e^{ika}-\cos qa}{\sin qa},\qquad
\psi'(0^-)=e^{-ika}\psi'(a^-)=q\psi(0)\frac{\cos qa-e^{-ika}}{\sin qa}.
\]

Integrating the Schrödinger equation across the delta function gives \(\psi'(0^+)-\psi'(0^-)=(2P/a)\psi(0)\). The difference of slopes is \(2q\psi(0)(\cos ka-\cos qa)/\sin qa\), and so

\[
\cos ka=\cos qa+P\,\frac{\sin qa}{qa}.
\]

To order the levels, fix \(k\) with \(ka\) not a multiple of \(\pi\), put \(z=qa\), and rewrite the condition as

\[
L(z)=\frac{z(\cos ka-\cos z)}{\sin z}=P .
\]

A state with \(\psi(0)=0\) has no slope jump and is \(\sin qx\), with \(ka\) a multiple of \(\pi\). That is excluded here, so \(\psi(0)\neq0\). The levels are non-degenerate, since two states could be combined to vanish at the origin. The Hellmann–Feynman theorem then gives \(dE/dP=(\hbar^2/ma)|\psi(0)|^2>0\), with \(\psi\) normalised over a cell, so \(L\) rises along each branch. For \(n\geq2\) it runs from \(-\infty\) to \(+\infty\) between \((n-1)\pi\) and \(n\pi\), which gives one level there. The first branch extends below \(z=\pi\) through zero to imaginary \(z\), that is, to negative energy. Band \(n\) therefore lies in the \(n\)th interval.

At the edges with \(ka=n\pi\) modulo \(2\pi\), \(n\ge1\), the state \(\sin(n\pi x/a)\) has \(z=n\pi\). It vanishes on every delta function and does not depend on \(P\). It is odd. Its partner across the gap has \(\psi(0)\neq0\) and is even, since an odd continuous function vanishes at the origin. The two are degenerate at \(P=0\), and the even one rises with \(P\). Hence each gap is open for \(P\neq0\). The odd state is the lower of the pair for \(P>0\) and the upper for \(P<0\). The lowest state at \(k=0\) has \(\psi(0)\ne0\) and is even.

- For \(P>0\), band \(n\) has an even bottom and an odd top, \(\sin(n\pi x/a)\). All bands are centred at \(a/2\), halfway between the repulsive spikes.
- For \(P<0\), the lowest band is even at both edges and is centred at \(0\), on the attractive spikes. Each higher band has an odd bottom and an even top, and is centred at \(a/2\).

When \(P\) passes through zero, all gaps close at once. The lowest band exchanges its state at one edge, and its centre jumps. Every higher band exchanges its states at both edges, which leaves \(\xi_0\xi_\pi\) unchanged. For \(P=\pm3\) the overlap product of part (e), evaluated with these Bloch functions, gives the predicted centres for the lowest three bands.

### (h) Two harmonics

Consider

\[
V(x)=2V_1\cos gx+2V_2\cos2gx,\qquad V_1=-3,\quad V_2=\pm2,
\]

with energies in \(\hbar^2/(ma^2)\). Predict the parities of bands 1 and 2 and compare with the numerical solution. At what \(V_2\) does the centre of band 2 change?

**Solution.** At \(k=\pi/a\), the waves \(e^{\pm i\pi x/a}\) are coupled by \(V_1\). To first order the cosine is shifted by \(V_1\) and the sine by \(-V_1\). With \(V_1<0\) the even state is lower, so \(\xi_\pi=+1\) for band 1 and \(-1\) for band 2.

At \(k=0\), the lowest state is even, because a nodeless ground state cannot be odd. The next two states come from \(e^{\pm igx}\), with kinetic energy \(g^2/2=2\pi^2\) in units where \(\hbar=m=a=1\). The direct coupling shifts the cosine by \(V_2\) and the sine by \(-V_2\). The cosine also couples to the constant wave with matrix element \(\sqrt2V_1\), which adds \(2V_1^2/(2\pi^2)\). To second order, couplings to shorter waves shift both states equally. Therefore

\[
E_{\rm even}-E_{\rm odd}\simeq2\left(V_2+\frac{V_1^2}{2\pi^2}\right).
\]

For \(V_2=2\) the odd state is lower and \(\xi_0=-1\) in band 2; for \(V_2=-2\) the even state is lower and \(\xi_0=+1\). The computed edge energies, parities and centres are:

| \(V_2\), band | \(E(0)\) | \(E(\pi/a)\) | \(\xi_0,\xi_\pi\) | \(\bar x/a\) |
|---|---|---|---|---|
| \(+2\), 1 | −0.862 | 1.881 | +, + | 0 |
| \(+2\), 2 | 17.571 | 7.240 | −, − | 0 |
| \(-2\), 1 | −1.111 | 1.309 | +, + | 0 |
| \(-2\), 2 | 18.588 | 7.870 | +, − | 1/2 |

The centres follow both from overlaps and from direct integration of \(x|W|^2\). In band 2, \(W\) is odd about a lattice point for \(V_2=2\), with variance \(0.239a^2\), and even about \(a/2\) for \(V_2=-2\), with variance \(0.315a^2\).

The estimate puts the closing of the gap at \(V_2=-V_1^2/(2\pi^2)=-9/19.74=-0.456\). The numerical value, \(-0.4559\), agrees with it to all printed digits. The agreement has a reason: at this \(V_2\) the closing is exact. Let

\[
w=\alpha\sin gx,\qquad \alpha=-\frac{2V_1}{\pi},\qquad D=\frac{1}{\sqrt2}\Big(\frac{d}{dx}+w\Big).
\]

Multiplying out the operators gives

\[
D^\dagger D=-\frac12\frac{d^2}{dx^2}+\frac{w^2-w'}{2}
=-\frac12\frac{d^2}{dx^2}+\frac{\alpha^2}{4}-\frac{\alpha^2}{4}\cos2gx-\frac{\alpha g}{2}\cos gx .
\]

Here \(-\alpha g/2=2V_1\) and \(-\alpha^2/4=-V_1^2/\pi^2=2V_2\), so \(H=D^\dagger D-\alpha^2/4\). Let \(T\) shift the argument by \(a/2\), \((Tf)(x)=f(x+a/2)\). It reverses \(w\), so \(TDT^{-1}=-D^\dagger\) and \(TDD^\dagger T^{-1}=D^\dagger D\). If \(D^\dagger Df=\varepsilon f\) with \(\varepsilon>0\), then

\[
D^\dagger D(TDf)=TDD^\dagger Df=\varepsilon\,TDf .
\]

The new state is not zero, since \(\|Df\|^2=\varepsilon\|f\|^2\). At \(k=0\), \(D\) reverses parity, and \(T\) preserves it because shifts by \(+a/2\) and \(-a/2\) agree on periodic functions. Every \(k=0\) level above the lowest, which has \(\varepsilon=0\), thus has a degenerate partner of opposite parity.

At \(0.2\) below and above this value, the gap is about \(0.385\) in both cases. The parities \((\xi_0,\xi_\pi)\) of band 2 are \((+,-)\) below and \((-,-)\) above, and the centre is \(a/2\) and \(0\) respectively.

### (i) When the centre can move

Replace the second harmonic by \(2V_2\cos(2gx+\phi)\), with \(V_2=2\). How can the centre of band 2 pass from one symmetric position to the other without a closing gap?

**Solution.** While a band stays isolated, its projector varies continuously with the potential, and so does \(\bar x\) modulo \(a\). With inversion kept, only two values are allowed, so \(\bar x\) cannot change without a gap closing. For \(\phi\) strictly between \(0\) and \(180^\circ\), the potential has no inversion centre at the origin, and the relation between \(A(k)\) and \(A(-k)\) is lost. Intermediate positions are then possible.

At \(k=0\) the coupling between \(e^{igx}\) and \(e^{-igx}\) is now \(V_2e^{i\phi}+V_1^2/(2\pi^2)\) to the order used above, and the gap is twice its modulus. At \(\phi=90^\circ\) this is \(2\sqrt{2^2+0.456^2}=4.10\); the computed smallest gap is \(3.94\), so the estimate is about 4% too large. The modulus never falls below \(2-0.456\), so at this order the gap stays open for all \(\phi\).

| \(\phi\) | \(\bar x/a\) (mod 1) | smallest gap |
|---|---|---|
| 0° | 0 | 4.73 |
| 45° | 0.884 | 4.52 |
| 90° | 0.768 | 3.94 |
| 135° | 0.643 | 3.28 |
| 180° | 0.500 | 2.96 |

Since \(0.884\) is equivalent to \(-0.116\), the centre moves to the left, from \(0\) to \(-a/2\), if it makes no extra turn between the listed phases. At \(\phi=180^\circ\) the potential is the symmetric one with \(V_2=-2\), and Kohn's rule applies again.

## Calculated quantities

```
Lengths in a, energies in hbar^2/(m a^2)
Random potentials: bands centred at 0: 25, at a/2: 24
Model: V1 = -3.0, V2 = +2.0 or -2.0, cells in ring = 200
V2 = +2.0: smallest gap 1-2 = 5.3593, 2-3 = 4.7343
  band 1: E(0) = -0.8622, E(pi/a) = 1.8806, parities +1 +1, rule 0.0 a
    centre: overlaps 0.0000 a, real space 0.0000 a; variance 0.0741 a^2; own parity +1
  band 2: E(0) = 17.5711, E(pi/a) = 7.2399, parities -1 -1, rule 0.0 a
    centre: overlaps 0.0000 a, real space 0.0000 a; variance 0.2386 a^2; own parity -1
V2 = -2.0: smallest gap 1-2 = 6.5606, 2-3 = 2.9644
  band 1: E(0) = -1.1111, E(pi/a) = 1.3092, parities +1 +1, rule 0.0 a
    centre: overlaps 0.0000 a, real space 0.0000 a; variance 0.0595 a^2; own parity +1
  band 2: E(0) = 18.5882, E(pi/a) = 7.8698, parities +1 -1, rule 0.5 a
    centre: overlaps 0.5000 a, real space 0.5000 a; variance 0.3153 a^2; own parity +1
Other gauge: variance larger by 0.2450 a^2 (zone average 0.2450 a^2), shift 1.0000 a
Gap 2-3 closes at V2 = -0.4559; second-order -0.4559
  V2 = -0.6559: gap 0.3846, parities +1 -1, centre 0.500 a
  V2 = -0.2559: gap 0.3847, parities -1 -1, centre 0.000 a
Band 2 with V2 = 2 and phase phi (inversion broken in between):
  phi =   0 deg: centre 0.000 a, smallest gap 4.734
  phi =  45 deg: centre 0.884 a, smallest gap 4.515
  phi =  90 deg: centre 0.768 a, smallest gap 3.942
  phi = 135 deg: centre 0.643 a, smallest gap 3.279
  phi = 180 deg: centre 0.500 a, smallest gap 2.964
Comb P = +3, band 1: E(k=1/a) = 2.3927, parities +1 -1, centre 0.500 a
Comb P = +3, band 2: E(k=1/a) = 16.2200, parities -1 +1, centre 0.500 a
Comb P = +3, band 3: E(k=1/a) = 29.6298, parities +1 -1, centre 0.500 a
Comb P = -3, band 1: E(k=1/a) = -4.9163, parities +1 +1, centre 0.000 a
Comb P = -3, band 2: E(k=1/a) = 10.6019, parities +1 -1, centre 0.500 a
Comb P = -3, band 3: E(k=1/a) = 23.9882, parities -1 +1, centre 0.500 a
```
